# Does collective vibrational strong coupling enhance Raman scattering?

## A case that can be seen through

Take $N$ identical harmonic molecules, all aligned and all coupled with the same strength $g$ to one resonant infrared cavity mode. In the rotating-wave approximation,

$$
H_{\rm RWA}=\hbar\omega\Big(a^\dagger a+\sum_i b_i^\dagger b_i\Big)+\hbar g\sum_i\big(a^\dagger b_i+b_i^\dagger a\big).
$$

For $g\sqrt N<\omega$ the ground state is the vacuum $|0\rangle$. A visible laser far from any electronic resonance excites one vibrational quantum through $R=c\sum_iQ_i$. Here $c$ contains the polarizability derivative, and the mass-weighted coordinate is $Q_i=\sqrt{\hbar/2\omega}\,(b_i+b_i^\dagger)$. Hence

$$
R|0\rangle=c\sqrt{\frac{\hbar}{2\omega}}\sum_i b_i^\dagger|0\rangle
=c\sqrt{\frac{\hbar N}{2\omega}}\,|B\rangle,\qquad
|B\rangle=\frac1{\sqrt N}\sum_i b_i^\dagger|0\rangle .
$$

The bright state $|B\rangle$ couples to the one-photon state $|C\rangle=a^\dagger|0\rangle$ with matrix element $\hbar g\sqrt N$. The eigenstates are the polaritons $|\pm\rangle=(|B\rangle\pm|C\rangle)/\sqrt2$, with energies $\hbar(\omega\pm g\sqrt N)$. Their Stokes strengths are

$$
|\langle\pm|R|0\rangle|^2=\frac N2\,s_1,\qquad s_1=\frac{\hbar|c|^2}{2\omega}.
$$

Each polariton line is $N/2$ times as strong as the line of one molecule. This looks like a great collective enhancement, but the comparison is wrong. Without the cavity, the $N$ final states $b_i^\dagger|0\rangle$ each have strength $s_1$, so the sample already scatters $Ns_1$. The two polaritons together also give $Ns_1$. The cavity has split one line into two.

Now let the Raman amplitudes alternate in sign, $c_i=\pm c$, with $N$ even. Then $R|0\rangle$ is orthogonal to $|B\rangle$. The whole strength $Ns_1$ stays at $\omega$, in dark states, and the polaritons are absent from the spectrum.

The total is the same in both cases, while its distribution is opposite. It remains to see what happens beyond the rotating-wave approximation, where the ground state itself changes.

## The same sample with the full coupling

Let the vibrational frequency be $\omega_v$ and the cavity frequency $\omega_c$. In mass-weighted coordinates take

$$
H=\tfrac12\sum_i\big(P_i^2+\omega_v^2Q_i^2\big)+\tfrac12p^2+\tfrac12\Big(\omega_cx+\sum_i\lambda_iQ_i\Big)^2 .
$$

The square contains the cavity potential $\frac12\omega_c^2x^2$, the coupling $\omega_cx\sum_i\lambda_iQ_i$ and the dipole self-energy $\frac12(\sum_i\lambda_iQ_i)^2$. Inserting $x=\sqrt{\hbar/2\omega_c}\,(a+a^\dagger)$ and $Q_i$ into the coupling gives $g_i=\frac12\lambda_i\sqrt{\omega_c/\omega_v}$. The rotating-wave model keeps $a^\dagger b_i+b_i^\dagger a$ and drops the remaining coupling terms and the self-energy.

Define $\Lambda^2=\sum_i\lambda_i^2$ and $Q_B=\sum_i\lambda_iQ_i/\Lambda$. The $N-1$ orthogonal combinations do not appear in the coupling, so they are dark modes at $\omega_v$. The pair $(Q_B,x)$ has the stiffness matrix

$$
M=\begin{pmatrix}\omega_v^2+\Lambda^2&\omega_c\Lambda\\ \omega_c\Lambda&\omega_c^2\end{pmatrix},
$$

whose eigenvalues are $\omega_\pm^2$. Its determinant is $(\omega_v^2+\Lambda^2)\omega_c^2-\omega_c^2\Lambda^2=\omega_v^2\omega_c^2$, so $\omega_+\omega_-=\omega_v\omega_c$. Its trace gives $\omega_+^2+\omega_-^2=\omega_v^2+\omega_c^2+\Lambda^2$. Adding or subtracting $2\omega_+\omega_-$,

$$
(\omega_+\pm\omega_-)^2=(\omega_c\pm\omega_v)^2+\Lambda^2 .
$$

At resonance the splitting is therefore $\Lambda$.

Let $v_\pm$ be the $Q_B$ components of the normalized eigenvectors. Normalization and the upper diagonal element of $M$ give

$$
v_+^2+v_-^2=1,\qquad \omega_+^2v_+^2+\omega_-^2v_-^2=\omega_v^2+\Lambda^2=\omega_+^2+\omega_-^2-\omega_c^2 .
$$

Solving these two equations,

$$
v_+^2=\frac{\omega_+^2-\omega_c^2}{\omega_+^2-\omega_-^2},\qquad
v_-^2=\frac{\omega_c^2-\omega_-^2}{\omega_+^2-\omega_-^2}.
$$

For a general Raman operator $R=\sum_ic_iQ_i$, where $c_i$ may carry an optical phase, the fraction of the pattern lying along the bright mode is

$$
F=\frac{|\sum_i\lambda_ic_i|^2}{\Lambda^2\sum_i|c_i|^2},\qquad 0\le F\le1 .
$$

One quantum of a normal mode at $\omega_\pm$ has zero-point factor $\hbar/2\omega_\pm$. Divided by the free total $S_{\rm free}=\hbar\sum_i|c_i|^2/(2\omega_v)$, the polariton strengths are $Fs_\pm$ with $s_\pm=\omega_vv_\pm^2/\omega_\pm$. The dark modes keep $1-F$. The sum of the two polariton factors is

$$
\begin{aligned}
r=s_++s_-&=\frac{\omega_v}{\omega_+^2-\omega_-^2}\left[\omega_+-\omega_-+\omega_c^2\Big(\frac1{\omega_-}-\frac1{\omega_+}\Big)\right]\\
&=\frac{\omega_v}{\omega_++\omega_-}\left[1+\frac{\omega_c^2}{\omega_+\omega_-}\right]
=\frac{\omega_v+\omega_c}{\sqrt{(\omega_v+\omega_c)^2+\Lambda^2}} .
\end{aligned}
$$

The last step used $\omega_+\omega_-=\omega_v\omega_c$. The total is thus

$$
\frac{S}{S_{\rm free}}=1-F(1-r),\qquad 1-r\simeq\frac{\Lambda^2}{2(\omega_v+\omega_c)^2}\quad\text{for small }\Lambda .
$$

Since $r<1$ for nonzero coupling, the total is reduced whenever $F>0$, and only slightly when $\Lambda\ll\omega_v+\omega_c$.

At resonance $\omega_c^2=\omega_+\omega_-$, so $\omega_c^2-\omega_-^2=\omega_-(\omega_+-\omega_-)$ and $\omega_+^2-\omega_c^2=\omega_+(\omega_+-\omega_-)$. Both polaritons then have the same factor, $s_\pm=\omega_v/(\omega_++\omega_-)$.

**Numbers.** Take $N=1000$, vibration and cavity at $2000\ \mathrm{cm^{-1}}$, and a splitting of $200\ \mathrm{cm^{-1}}$ (24.8 meV). These are round model parameters. The polaritons lie at 1902.5 and $2102.5\ \mathrm{cm^{-1}}$. For aligned, in-phase molecules $F=1$, and each polariton has the share

$$
\frac{2000}{1902.5+2102.5}=0.4994 .
$$

One polariton line is 499 times as strong as the line of a single free molecule. Both together give 999 such units, against 1000 for the free sample. The change of the total is $-0.12\%$ of the free value.

The photon-counting cross section carries a further factor $(\omega_L-\omega_f)^3$, where $\omega_L$ is the laser frequency and $\omega_f$ the vibrational quantum left behind. With the laser at $15000\ \mathrm{cm^{-1}}$, the free Stokes line is at $13000\ \mathrm{cm^{-1}}$. Including the factor changes the relative total from 0.99875 to 0.99835. This correction belongs to the emission of visible light and is not covered by the bound proved below.

## The correct general statement

Let the molecules be harmonic and in their ground state, with any positive definite stiffness matrix $K$. It may contain frequency disorder and intermolecular coupling. Let any number of cavity modes $k$ act through

$$
V=\tfrac12Q^{T}KQ+\tfrac12\sum_k\Big(\omega_kx_k+\sum_i\lambda_{ki}Q_i\Big)^2 ,
$$

and let the cavity leave $K$ and the amplitudes $c_i$ unchanged. Then the integrated Stokes strength $S=\sum_{f\ne0}|\langle f|R|0\rangle|^2$ obeys

$$
S\le S_{\rm free},
$$

and the sums $\sum_f\omega_f|\langle f|R|0\rangle|^2$ and $\sum_f|\langle f|R|0\rangle|^2/\omega_f$ keep their free values. In the rotating-wave approximation, for molecules not coupled directly to each other, $S=S_{\rm free}$ as long as the coupling is weak enough that all one-quantum energies stay positive.

### Proof

**The rotating-wave case.** The Hamiltonian conserves the number of quanta. If all its one-quantum eigenfrequencies are positive, the vacuum is the ground state, as it is without the cavity. Completeness gives $S=\langle0|R^\dagger R|0\rangle$, because $\langle0|R|0\rangle=0$. This expectation value depends on the state and on $R$, and neither has changed.

**The strength in the full model.** Collect the couplings in a matrix $L$ with elements $\lambda_{ki}$, and let $W$ be the diagonal matrix of the $\omega_k$. The stiffness matrix is

$$
M=\begin{pmatrix}K+L^TL&L^TW\\WL&W^2\end{pmatrix}.
$$

It is positive definite: $V=0$ requires $Q=0$, and then every $x_k=0$. Each normal mode has position variance $\hbar/2\omega_j$, so transforming back gives $\langle Q_iQ_j\rangle=\frac\hbar2(M^{-1/2})_{ij}$. With $P$ the projector on molecular coordinates,

$$
S=\frac\hbar2\,c^\dagger\big(PM^{-1/2}P\big)c,\qquad
S_{\rm free}=\frac\hbar2\,c^\dagger K^{-1/2}c .
$$

**The static response is unchanged.** Apply a static force $f$ to the molecules and none to the cavity. The cavity rows read $WLQ+W^2x=0$, so $Wx=-LQ$. The molecular rows become

$$
KQ+L^T(LQ+Wx)=KQ=f .
$$

Therefore $PM^{-1}P=K^{-1}$.

**Comparing squares.** Write $A=M^{-1/2}$ and $X=PAP$. An inequality between matrices means that the difference has no negative eigenvalue. Then

$$
PA^2P-X^2=PA(1-P)AP=\big[(1-P)AP\big]^\dagger\big[(1-P)AP\big]\ge0 ,
$$

so $X^2\le PM^{-1}P=K^{-1}=Y^2$, with $Y=K^{-1/2}$.

**Taking the root.** Let $D=Y-X$, and let $u$ be a normalized eigenvector with $Du=\mu u$. From $Y=X+D$ we have $Y^2-X^2=XD+DX+D^2$, and hence

$$
0\le\langle u|Y^2-X^2|u\rangle=2\mu\langle u|X|u\rangle+\mu^2
=\mu\big(\langle u|X|u\rangle+\langle u|Y|u\rangle\big),
$$

since $\mu=\langle u|Y|u\rangle-\langle u|X|u\rangle$. The bracket is positive, so $\mu\ge0$ for every eigenvector. Thus $X\le Y$, which is $S\le S_{\rm free}$.

**The two conserved sums.** Because $R$ is linear in the coordinates, it reaches states with one quantum in a normal mode $j$. If $V_{ij}$ are the components of the orthonormal eigenvectors of $M$, the strength is $\frac{\hbar}{2\omega_j}|\sum_ic_iV_{ij}|^2$. Multiplying by $\omega_j$ and summing gives $\frac\hbar2\sum_i|c_i|^2$, by orthogonality of the rows of $V$. Dividing by $\omega_j$ and summing gives $\frac\hbar2c^\dagger PM^{-1}Pc=\frac\hbar2c^\dagger K^{-1}c$. Neither result contains the coupling. $\blacksquare$

Two numerical tests bear on this result. Diagonalization in a basis of number states, for three unequally coupled molecules and a detuned cavity with $F=0.366$, gives a relative total of 0.9871, in agreement with $1-F(1-r)$. For eight disordered, mutually coupled molecules and three cavity modes, $PM^{-1/2}P-K^{-1/2}$ has no positive eigenvalue.

## How an apparent enhancement arises

Suppose the self-energy is omitted while the counter-rotating terms are kept. At resonance, with $\eta=\Lambda/\omega_v$, the stiffness matrix has equal diagonal elements $\omega_v^2$ and off-diagonal elements $\eta\omega_v^2$. Its eigenvalues are $\omega_v^2(1\pm\eta)$, each with half bright-mode weight. For $F=1$ the total would be

$$
\frac{S}{S_{\rm free}}=\frac12\left(\frac1{\sqrt{1+\eta}}+\frac1{\sqrt{1-\eta}}\right)>1 .
$$

The inequality follows because $1/\sqrt y$ is convex and the two arguments average to one. The expression diverges as $\eta\to1$, where the lower frequency falls to zero. With the complete square in $V$ the lower frequency is $\omega_-=\omega_v\omega_c/\omega_+$. It still decreases as the coupling grows, but it stays positive at every finite coupling.

| $\Lambda/\omega_v$ | With self-energy | Without self-energy |
|---:|---:|---:|
| 0.1 | 0.9988 | 1.0038 |
| 0.5 | 0.970 | 1.115 |
| 0.9 | 0.912 | 1.944 |

Within this model, the incomplete Hamiltonian gives the wrong sign of the change at every coupling listed. The complete square describes coupling to a transverse radiation mode. A quasistatic mode of a nearby nanoparticle couples through the Coulomb force, bilinearly and without the square. There the static response does grow and the increase in the last column is physical, though small when $\eta\ll1$.

## What decides the polariton share

**Aligned molecules.** Let the cavity be half an infrared wavelength long, with refractive index one. The length is $\ell=1/(2\times2000\ \mathrm{cm^{-1}})$, and at depth $u\ell$ the coupling is proportional to $\sin\pi u$. Treat the visible light as plane waves along the cavity axis, neglecting its reflection by the mirrors. Then $c\propto e^{iqu}$, where $q$ is the phase advance due to the momentum transfer. Splitting the sine into exponentials and using $e^{i(q\pm\pi)}=-e^{iq}$,

$$
\int_0^1\sin(\pi u)\,e^{iqu}\,du
=\frac{1+e^{iq}}2\left[\frac1{q+\pi}-\frac1{q-\pi}\right]
=\frac{\pi(1+e^{iq})}{\pi^2-q^2}.
$$

With $|1+e^{iq}|^2=4\cos^2(q/2)$ and $\int_0^1\sin^2(\pi u)\,du=\frac12$,

$$
F=\frac{8\pi^2\cos^2(q/2)}{(\pi^2-q^2)^2}.
$$

For forward scattering $q=2\pi(15000-13000)/4000=\pi$. Setting $q=\pi+\epsilon$, the numerator tends to $2\pi^2\epsilon^2$ and the denominator to $4\pi^2\epsilon^2$, so $F=\frac12$. The Raman wave matches one of the two travelling waves that form the standing wave. With this phase advance used for every line, each polariton gets 0.250 of the free total and the dark states get 0.500. The polaritons leave slightly different quanta behind, so their own phase advances are $0.951\pi$ and $1.051\pi$. Inserting these in $F$ changes the lower and upper shares to 0.262 and 0.237. With line-dependent phases the amplitudes $c_i$ are no longer the same for all final states, so the bound does not apply strictly. If the free line has $q=2.37\pi$ and the polariton phases scale with their frequencies in the same way, the total in that direction is 1.0017 of the free value.

For backward scattering $q=2\pi(15000+13000)/4000=14\pi$, and $F=2.1\times10^{-5}$. The rapid phase variation leaves almost everything in dark states. This value is for evenly spaced molecules and oscillates with $q$; it vanishes at $q=15\pi$. For molecules at random depths the mean of $F$ is instead close to $1/N$, about $10^{-3}$ for $N=1000$.

**Isotropic samples.** For independent molecules,

$$
\Big\langle\Big|\sum_i\lambda_ic_i\Big|^2\Big\rangle
=N\langle\lambda^2|c|^2\rangle+N(N-1)|\langle\lambda c\rangle|^2 .
$$

The coupling $\lambda$ comes from a vector, the dipole derivative, and $c$ from a symmetric tensor, the polarizability derivative. The rotational average of their product is an isotropic tensor of rank three. Such a tensor is fully antisymmetric, so it vanishes when two of its indices must be symmetric. Hence $\langle\lambda c\rangle=0$, and for large $N$

$$
\langle F\rangle\simeq\frac\kappa N,\qquad
\kappa=\frac{\langle\lambda^2|c|^2\rangle}{\langle\lambda^2\rangle\langle|c|^2\rangle}.
$$

As an example take $\lambda\propto\cos\theta$ and $c=1+2\cos^2\theta$, with all light polarized along the cavity field and optical phases ignored. The averages of $\cos^2\theta$, $\cos^4\theta$ and $\cos^6\theta$ are $\frac13$, $\frac15$ and $\frac17$, so

$$
\kappa=\frac{\frac13+\frac45+\frac47}{\frac13\left(1+\frac43+\frac45\right)}=1.632 .
$$

For $N=1000$ the mean overlap is $1.63\times10^{-3}$. Sampling 10000 sets of orientations gives $1.62\times10^{-3}$. The single set used for the full normal-mode calculation has $F=5.5\times10^{-4}$, about a third of the mean; individual samples fluctuate because $F$ is the square of a random sum with zero mean. In that set the dark states carry 99.94% of the free total. A clear infrared polariton splitting is therefore compatible with almost no polariton signal in the Raman spectrum.

## Where the statement stops

The result concerns integrated line strengths. Peak heights also depend on linewidths, which this model does not contain. Temperature matters little in the example. At 300 K the Boltzmann factor of the lower polariton is $1.1\times10^{-4}$. The whole sample of 1001 modes is in its ground state with probability 0.93 only, but each harmonic Stokes line is merely multiplied by $n+1$, with $n$ the occupation of its mode, and the relative total for $F=1$ moves from 0.99875 to 0.99876.

The proof does not cover anharmonicity, electronic resonance, optical phases that differ from line to line, Coulomb coupling to quasistatic nanoparticle modes, mirrors that concentrate the visible laser or scattered light, or a cavity-induced change of molecular structure. These alter the assumptions about $H$, $R$ or the optical fields. A large measured increase in integrated Raman intensity would point to something outside the assumptions made here, since collective harmonic coupling of the complete-square form, for molecules in their ground state, does not by itself supply it. The complete set of computed values is in the numerical output.

## Computed values

```
Number of molecules: 1000
Vibration, cavity: 2000, 2000 cm^-1
Laser, free Stokes line: 15000, 13000 cm^-1
Splitting: 200 cm^-1 = 24.80 meV
Lower, upper polariton: 1902.50, 2102.50 cm^-1
Boltzmann factor of lower polariton at 300 K: 1.09e-04
Forward, backward phase advance: 1.0, 14.0 pi rad
Shares below are relative to the total of free molecules (unit 1)
uniform: bright overlap F = 1.0000e+00
  lower = 4.9938e-01, upper = 4.9938e-01
  dark = 0.000000, total = 0.998752
  total with scattered-frequency factor = 0.998354
forward: bright overlap F = 5.0000e-01
  lower = 2.4969e-01, upper = 2.4969e-01
  dark = 0.500000, total = 0.999376
  total with scattered-frequency factor = 0.999177
backward: bright overlap F = 2.1313e-05
  lower = 1.0643e-05, upper = 1.0643e-05
  dark = 0.999979, total = 1.000000
  total with scattered-frequency factor = 1.000000
isotropic sample: bright overlap F = 5.5448e-04
  lower = 2.7689e-04, upper = 2.7689e-04
  dark = 0.999446, total = 0.999999
  total with scattered-frequency factor = 0.999999
Uniform case, lower line / one free molecule: 499.38
Uniform case, all lines / one free molecule: 998.75
Isotropic Raman parameters A, B: 1.0, 2.0 (relative)
Isotropic kappa: 1.6322; kappa/N: 1.6322e-03
Isotropic mean F from 10000 samples: 1.6162e-03
Resonant total / free total for F = 1:
  splitting parameter Lambda/wv = 0.1: full 0.998752, no self-energy 1.003778
  splitting parameter Lambda/wv = 0.5: full 0.970143, no self-energy 1.115355
  splitting parameter Lambda/wv = 0.9: full 0.911922, no self-energy 1.943877
Fock test: F = 0.36562, full total = 0.987116, RWA total = 1.000000
Disordered multimode test, largest eigenvalue of change: full -7.78e-10, no self-energy 5.55e-02
```
